# Why Peierls Distortion Lowers Polarizability in a Half-Filled p-Orbital Chain: a numerical check

```python
"""Half-filled p-sigma chain with alternating hoppings t(1+delta), t(1-delta).

Result under test: the gap is 4 t delta, and the static polarizability per
two-atom cell is
  alpha = e^2 a^2 [2(1+delta^2)E(m) - delta^2 K(m)] / (6 pi t delta^2),
with m = 1 - delta^2. It falls as delta grows, although the total optical
weight W = (8/pi) a^2 t E(m) rises: the weight moves up in energy.

Symbols: a atomic spacing (nm), t mean hopping (eV), delta alternation,
u displacement (short bond a-u, long bond a+u), theta = k a,
D = cos^2(theta) + delta^2 sin^2(theta), K and E complete elliptic integrals.
alpha is in e^2 nm^2/eV, W in eV nm^2; both include spin.
"""
import numpy as np
from scipy import constants as const
from scipy.special import ellipe, ellipk

a = 0.31
t = 1.8
weak, strong = 0.14, 0.20
photon = 0.5            # eV
pi_ratio = 0.25         # lateral pi hopping / sigma hopping
half_offset = 0.5       # eV, half of the level difference between neighbours
field_MV_cm = 0.5
kB = const.k / const.e  # eV/K
coulomb = const.e / const.epsilon_0 * 1e9   # e/epsilon_0 in V nm


def angles(n):
    return 2 * np.pi * np.arange(n) / n


def alpha_formula(delta):
    m = 1 - delta**2
    bracket = 2 * (1 + delta**2) * ellipe(m) - delta**2 * ellipk(m)
    return a**2 * bracket / (6 * np.pi * t * delta**2)


def weight_formula(delta):
    return 8 / np.pi * a**2 * t * ellipe(1 - delta**2)


def bloch(theta, delta, lateral=0.0, offset=0.0):
    """Transition energies and squared velocity elements by diagonalization."""
    h = 2 * t * (np.cos(theta) + 1j * delta * np.sin(theta)) + lateral
    dh = 2 * t * a * (-np.sin(theta) + 1j * delta * np.cos(theta))
    dh = dh + 0 * h
    H = np.zeros(h.shape + (2, 2), complex)
    dH = np.zeros_like(H)
    H[..., 0, 0], H[..., 1, 1] = offset, -offset
    H[..., 0, 1], H[..., 1, 0] = h, h.conj()
    dH[..., 0, 1], dH[..., 1, 0] = dh, dh.conj()
    energy, vec = np.linalg.eigh(H)
    v = np.einsum('...i,...ij,...j->...', vec[..., 1].conj(), dH, vec[..., 0])
    return energy[..., 1] - energy[..., 0], np.abs(v)**2


def alpha_bloch(delta, omega=0.0, n=2000, **extra):
    gap, v2 = bloch(angles(n), delta, **extra)
    return np.mean(4 * v2 / gap / (gap**2 - omega**2))


def open_chain(cells, delta, u=0.0):
    """Open chain ending on strong bonds: Hamiltonian and site positions."""
    hop = np.full(2 * cells - 1, t * (1 - delta))
    hop[::2] = t * (1 + delta)
    x = np.repeat(2 * a * np.arange(cells), 2).astype(float)
    x[1::2] += a - u
    return np.diag(hop, 1) + np.diag(hop, -1), x - x.mean()


def field_alpha(cells, delta, u=0.0, field=1e-4):
    """Polarizability of an open chain from its dipole in a finite field."""
    H, x = open_chain(cells, delta, u)
    mean_x = []
    for f in (field, -field):
        vec = np.linalg.eigh(H + f * np.diag(x))[1][:, :cells]
        mean_x.append(2 * np.sum(vec**2 * x[:, None]))
    return (mean_x[1] - mean_x[0]) / (2 * field)


def state_sums(cells, delta, omega=0.0):
    """Polarizability and optical weight of an open chain, summed over states."""
    H, x = open_chain(cells, delta)
    e, vec = np.linalg.eigh(H)
    dip = vec[:, cells:].T @ (x[:, None] * vec[:, :cells])
    gap = e[cells:, None] - e[None, :cells]
    w = 4 * dip**2 * gap
    return np.array([np.sum(w / (gap**2 - omega**2)), np.sum(w)])


def ring_levels(sites, delta, twist=0.0):
    H = np.zeros((sites, sites), complex)
    for j in range(sites):
        hop = t * (1 + delta * (-1)**j) * np.exp(1j * twist)
        H[j, (j + 1) % sites] += hop
        H[(j + 1) % sites, j] += np.conj(hop)
    return np.linalg.eigvalsh(H)


def drude_weight(delta, sites=202, twist=1e-3):
    e = [2 * ring_levels(sites, delta, q)[:sites // 2].sum()
         for q in (-twist, 0, twist)]
    return (e[0] - 2 * e[1] + e[2]) / (twist / a)**2 / (sites / 2)


def displaced_alpha(delta, u):
    th = angles(2000)
    h = 2 * t * np.sqrt(np.cos(th)**2 + delta**2 * np.sin(th)**2)
    return np.mean((4 * a * t**2 * delta / h**2 - u)**2 / (2 * h))


def displacement(delta):
    """u for hopping proportional to 1/(bond length)^2."""
    s = np.sqrt((1 + delta) / (1 - delta))
    return a * (s - 1) / (s + 1)


# Gap, polarizability and weight from finite systems against the formulas
ring_gap = {}
for d in (weak, strong):
    lev = ring_levels(200, d)
    ring_gap[d] = lev[100] - lev[99]
    assert abs(ring_gap[d] - 4 * t * d) < 1e-9
    per_cell = (field_alpha(140, d) - field_alpha(100, d)) / 40
    assert abs(per_cell / alpha_formula(d) - 1) < 1e-5
    u = displacement(d)
    moved = (field_alpha(140, d, u) - field_alpha(100, d, u)) / 40
    assert abs(moved / displaced_alpha(d, u) - 1) < 1e-5
    assert moved < per_cell
    sums = (state_sums(140, d, photon) - state_sums(100, d, photon)) / 40
    assert abs(sums[0] / alpha_bloch(d, photon) - 1) < 1e-5
    assert abs(sums[1] / weight_formula(d) - 1) < 1e-6
    band = 2 * lev[:100].sum() / 100
    assert abs(-a**2 * band / weight_formula(d) - 1) < 1e-6
    edge_gap, edge_v2 = bloch(np.array([np.pi / 2]), d)
    assert abs(np.sqrt(edge_v2[0]) - 2 * t * a) < 1e-9
    assert abs(np.sqrt(edge_v2[0]) / edge_gap[0] - a / (2 * d)) < 1e-9

# Limits of weak alternation and of isolated dimers
assert abs(alpha_bloch(0.01, n=8000) * 3 * np.pi * t * 1e-4 / a**2 - 1) < 2e-3
assert abs(alpha_bloch(1.0) - a**2 / (4 * t)) < 1e-10

# Undistorted chain: Drude weight, and static response growing as length^2
metal_weight = drude_weight(0.0)
assert abs(metal_weight / (8 * a**2 * t / np.pi) - 1) < 1e-3
assert abs(drude_weight(weak)) < 1e-4 * metal_weight
metal_short = state_sums(100, 0.0)[0] / 100
metal_long = state_sums(200, 0.0)[0] / 200
assert 3.8 < metal_long / metal_short < 4.2
drude_alpha = -metal_weight / photon**2
near_edge = 0.99 * 4 * t * weak
near_alpha = alpha_bloch(weak, near_edge, n=6000)
assert near_alpha > metal_weight / near_edge**2

# Fall with delta at fixed photon energy, and the averages that prove it
grid = np.linspace(0.05, 0.99, 40)
for omega in (0.0, 0.9 * 4 * t * grid[0]):
    assert np.all(np.diff([alpha_bloch(d, omega) for d in grid]) < 0)
th = angles(4000)
for d in grid:
    D = np.cos(th)**2 + d**2 * np.sin(th)**2
    assert abs(np.mean(D**-2) * 2 * d**3 / (1 + d**2) - 1) < 1e-9
    r = d**2 * np.sin(th)**2 / D
    avg = [np.average(r, weights=D**-p) for p in (2, 2.5, 3.5, 4.5)]
    assert avg[0] >= 0.5 and np.all(np.diff(avg) > 0)


def share_below_two_gaps(delta):
    gap, v2 = bloch(angles(40000), delta)
    w = v2 / gap
    return w[gap < 8 * t * delta].sum() / w.sum()


assert abs(share_below_two_gaps(0.01) - np.sqrt(3) / 2) < 0.01


# Effects outside the model
def lateral_case(delta, n_side):
    q = angles(n_side)
    side = np.cos(q) + 1j * delta * np.sin(q)
    lateral = 2 * t * pi_ratio * (side[:, None] + side[None, :])
    gap, v2 = bloch(angles(400)[:, None, None], delta, lateral=lateral[None])
    return np.mean(4 * v2 / gap**3), gap.min()


def thermal(delta, temperature):
    """Interband alpha, interband weight, carrier Drude weight, band energy."""
    kT = kB * temperature
    p = angles(4000)
    h = 2 * t * (np.cos(p) + 1j * delta * np.sin(p))
    dh = 2 * t * a * (-np.sin(p) + 1j * delta * np.cos(p))
    slope = np.real(h.conj() * dh) / np.abs(h)
    gap, v2 = bloch(p, delta)
    diff = np.tanh(gap / (4 * kT))
    f = 1 / (np.exp(gap / (2 * kT)) + 1)
    carrier = np.mean(4 * f * (1 - f) / kT * slope**2)
    return (np.mean(4 * v2 / gap**3 * diff), np.mean(4 * v2 / gap * diff),
            carrier, -np.mean(gap * diff))


hot = thermal(weak, 3000)
assert abs((hot[1] + hot[2]) / (-a**2 * hot[3]) - 1) < 1e-8
side_result = {d: lateral_case(d, 24) for d in (weak, strong)}
assert abs(lateral_case(weak, 16)[0] / side_result[weak][0] - 1) < 2e-3
assert side_result[strong][0] < side_result[weak][0]
ionic = [alpha_bloch(d, offset=half_offset) for d in (0.0, weak, strong)]
assert ionic[0] > ionic[1] > ionic[2]


def epsilon(alpha):
    return 1 + coulomb * alpha / (2 * a**3)


print(f"spacing a = {a:.2f} nm, mean hopping t = {t:.2f} eV")
print(f"e/epsilon_0 = {coulomb:.3f} V nm")
print(f"undistorted: Drude weight = {metal_weight:.4f} eV nm^2")
print(f"undistorted: alpha at {photon} eV = {drude_alpha:.3f} e^2 nm^2/eV")
print(f"undistorted open chain, 100 cells: static alpha/cell = "
      f"{metal_short:.1f} e^2 nm^2/eV")
print(f"undistorted open chain, 200 cells: static alpha/cell = "
      f"{metal_long:.1f} e^2 nm^2/eV")
for d in (weak, strong):
    al, W, u = alpha_formula(d), weight_formula(d), displacement(d)
    m = 1 - d**2
    moved = displaced_alpha(d, u)
    x = u / a
    rise = ((1 - x)**-2 + (1 + x)**-2) / 2 - 1
    mixing = 0.1 * field_MV_cm * a / (2 * d) / (4 * t * d)
    print(f"--- delta = {d:.2f}")
    print(f"hoppings = {t*(1+d):.3f} and {t*(1-d):.3f} eV")
    print(f"gap = {ring_gap[d]:.3f} eV")
    print(f"elliptic E = {ellipe(m):.5f}, K = {ellipk(m):.5f}")
    print(f"static alpha per cell = {al:.4f} e^2 nm^2/eV")
    print(f"small-delta estimate = {a**2/(3*np.pi*t*d*d):.4f} e^2 nm^2/eV")
    print(f"alpha at {photon} eV = {alpha_bloch(d, photon):.4f} e^2 nm^2/eV")
    print(f"optical weight W = {W:.4f} eV nm^2")
    print(f"mean transition energy = {np.sqrt(W/al):.3f} eV")
    print(f"weight between one and two gaps = "
          f"{100*share_below_two_gaps(d):.1f} %")
    print(f"dielectric constant of chain array = {epsilon(al):.1f}")
    print(f"edge dipole element = {a/(2*d):.3f} e nm")
    print(f"displacement u = {u:.4f} nm, bonds {a-u:.3f} and {a+u:.3f} nm")
    print(f"alpha with displacement = {moved:.4f} e^2 nm^2/eV "
          f"({100*(moved/al-1):.1f} %)")
    print(f"rise of mean hopping from bond lengths = {100*rise:.1f} %")
    print(f"with lateral pi hopping: alpha = {side_result[d][0]:.4f} "
          f"e^2 nm^2/eV, gap = {side_result[d][1]:.3f} eV")
    print(f"field mixing at {field_MV_cm} MV/cm = {100*mixing:.1f} %")
print("--- comparisons and further limits")
print(f"alpha ratio strong/weak = "
      f"{alpha_formula(strong)/alpha_formula(weak):.3f}")
print(f"weight ratio strong/weak = "
      f"{weight_formula(strong)/weight_formula(weak):.3f}")
print(f"delta {weak}, photon {near_edge:.3f} eV: alpha = {near_alpha:.3f}, "
      f"metal {-metal_weight/near_edge**2:.3f} e^2 nm^2/eV")
print(f"level difference {2*half_offset:.1f} eV: alpha = {ionic[0]:.4f}, "
      f"{ionic[1]:.4f}, {ionic[2]:.4f} e^2 nm^2/eV "
      f"at delta 0, {weak}, {strong}")
for T in (300, 600):
    res = thermal(weak, T)
    loss = 1 - res[0] / alpha_formula(weak)
    print(f"delta {weak}, {T} K: interband alpha loss = {loss:.1e}, "
          f"carrier Drude weight / W = {res[2]/weight_formula(weak):.1e}")
print("verified")
```

Running it gives:

```
spacing a = 0.31 nm, mean hopping t = 1.80 eV
e/epsilon_0 = 18.095 V nm
undistorted: Drude weight = 0.4405 eV nm^2
undistorted: alpha at 0.5 eV = -1.762 e^2 nm^2/eV
undistorted open chain, 100 cells: static alpha/cell = 115.0 e^2 nm^2/eV
undistorted open chain, 200 cells: static alpha/cell = 456.6 e^2 nm^2/eV
--- delta = 0.14
hoppings = 2.052 and 1.548 eV
gap = 1.008 eV
elliptic E = 1.02812, K = 3.36405
static alpha per cell = 0.2934 e^2 nm^2/eV
small-delta estimate = 0.2890 e^2 nm^2/eV
alpha at 0.5 eV = 0.3666 e^2 nm^2/eV
optical weight W = 0.4529 eV nm^2
mean transition energy = 1.242 eV
weight between one and two gaps = 85.5 %
dielectric constant of chain array = 90.1
edge dipole element = 1.107 e nm
displacement u = 0.0218 nm, bonds 0.288 and 0.332 nm
alpha with displacement = 0.2848 e^2 nm^2/eV (-2.9 %)
rise of mean hopping from bond lengths = 1.5 %
with lateral pi hopping: alpha = 0.3821 e^2 nm^2/eV, gap = 0.504 eV
field mixing at 0.5 MV/cm = 5.5 %
--- delta = 0.20
hoppings = 2.160 and 1.440 eV
gap = 1.440 eV
elliptic E = 1.05050, K = 3.01611
static alpha per cell = 0.1462 e^2 nm^2/eV
small-delta estimate = 0.1416 e^2 nm^2/eV
alpha at 0.5 eV = 0.1618 e^2 nm^2/eV
optical weight W = 0.4627 eV nm^2
mean transition energy = 1.779 eV
weight between one and two gaps = 85.1 %
dielectric constant of chain array = 45.4
edge dipole element = 0.775 e nm
displacement u = 0.0313 nm, bonds 0.279 and 0.341 nm
alpha with displacement = 0.1374 e^2 nm^2/eV (-6.0 %)
rise of mean hopping from bond lengths = 3.1 %
with lateral pi hopping: alpha = 0.1903 e^2 nm^2/eV, gap = 0.720 eV
field mixing at 0.5 MV/cm = 2.7 %
--- comparisons and further limits
alpha ratio strong/weak = 0.498
weight ratio strong/weak = 1.022
delta 0.14, photon 0.998 eV: alpha = 4.129, metal -0.442 e^2 nm^2/eV
level difference 1.0 eV: alpha = 0.2922, 0.1472, 0.0982 e^2 nm^2/eV at delta 0, 0.14, 0.2
delta 0.14, 300 K: interband alpha loss = 2.6e-09, carrier Drude weight / W = 1.8e-09
delta 0.14, 600 K: interband alpha loss = 5.9e-05, carrier Drude weight / W = 4.1e-05
verified
```
